\section*{Why adding scattering rates does not add reciprocal mobilities}

\section{What dimensions fix, and what they leave open}

In a weak field, the drift velocity is linear in the field. In an isotropic band the two vectors lie along one line, so a single number, the mobility $\mu$, connects them. Its dimensions are charge times time over mass, hence
\begin{equation}
\mu=\frac{e}{m}\,\bar\tau ,
\end{equation}
where $\bar\tau$ is some mean relaxation time. Let two mechanisms have relaxation times $\tau_i=a_i x^{r_i}$, with $x=E/kT$ and $E$ measured from the band edge. The available times are $a_1$ and $a_2$. Everything else is a pure number: the exponents and the reduced Fermi level $\eta=E_F/kT$. If $\mu_1$ and $\mu_2$ are the mobilities that each mechanism would give alone, then
\begin{equation}
\frac{\mu}{\mu_1}=\Phi\!\left(\frac{\mu_1}{\mu_2};\,r_1,r_2,\eta\right).
\label{eq:dim}
\end{equation}

Matthiessen's rule,
\begin{equation}
\frac1{\mu_M}=\frac1{\mu_1}+\frac1{\mu_2},
\label{eq:matt}
\end{equation}
asserts that $\Phi(u)=1/(1+u)$, whatever the exponents and the Fermi level. Dimensions do not require this.

The belief behind the rule is reasonable. Independent mechanisms do add their rates,
\begin{equation}
\frac1{\tau(E)}=\frac1{\tau_1(E)}+\frac1{\tau_2(E)},
\label{eq:rates}
\end{equation}
and mobility is proportional to a relaxation time. If both times are constants, multiplying (\ref{eq:rates}) by $m/e$ gives (\ref{eq:matt}) at once. The difficulty is that (\ref{eq:rates}) holds at each energy, while mobility is an average over energies. Taking a reciprocal and taking an average do not commute.

\section{Which average is the mobility?}

Assume one parabolic band of mass $m$ and collisions described by a relaxation time $\tau(E)$. Elastic scattering in an isotropic medium has this form. Collisions between carriers are left out until later. Let the force on an electron be $F$ along $z$, and write the distribution as $f_0+f_1$, with $f_0$ the equilibrium function. To first order in $F$, the steady Boltzmann equation is
\begin{equation}
F v_z\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau}
\quad\Longrightarrow\quad
f_1=F\tau v_z\left(-\frac{\partial f_0}{\partial E}\right).
\end{equation}
The drift velocity is the sum of $v_zf_1$ over states divided by the sum of $f_0$. Averaging over directions replaces $v_z^2$ by $v^2/3=2E/3m$, and the density of states is proportional to $E^{1/2}$:
\begin{equation}
v_d=\frac{2F}{3m}\,
\frac{\int_0^\infty E^{3/2}\tau(-\partial f_0/\partial E)\,dE}{\int_0^\infty E^{1/2}f_0\,dE}.
\end{equation}
Integrate the denominator by parts. The boundary term $\tfrac23E^{3/2}f_0$ vanishes at both ends, leaving
\begin{equation}
\int_0^\infty E^{1/2}f_0\,dE=\frac23\int_0^\infty E^{3/2}\left(-\frac{\partial f_0}{\partial E}\right)dE .
\end{equation}
The factors $2/3$ cancel. Since $|F|=e$ times the field, the mobility, taken positive, is
\begin{equation}
\mu=\frac em\langle\tau\rangle,\qquad
\langle A\rangle=\frac{\int_0^\infty A\,E^{3/2}(-\partial f_0/\partial E)\,dE}{\int_0^\infty E^{3/2}(-\partial f_0/\partial E)\,dE}.
\label{eq:mu}
\end{equation}
The rates must therefore be combined first and the resulting time averaged afterwards.

\section{The error of the rule, in closed form}

Define
\begin{equation}
s(E)=\frac{\tau_2}{\tau_1+\tau_2}=\frac{1/\tau_1}{1/\tau_1+1/\tau_2},
\end{equation}
the fraction of the total relaxation rate supplied by mechanism 1. For any constant $c$, expand and complete the square:
\begin{align}
c^2\tau_1+(1-c)^2\tau_2
&=(\tau_1+\tau_2)c^2-2c\tau_2+\tau_2\nonumber\\
&=(\tau_1+\tau_2)(c-s)^2+\tau_2-\frac{\tau_2^2}{\tau_1+\tau_2}\nonumber\\
&=(\tau_1+\tau_2)(c-s)^2+\frac{\tau_1\tau_2}{\tau_1+\tau_2}.
\label{eq:square}
\end{align}
The last term is the combined time $\tau$. Write $T_i=\langle\tau_i\rangle$, choose $c=s_*=T_2/(T_1+T_2)$, and average. The left side becomes
\begin{equation}
\frac{T_2^2T_1+T_1^2T_2}{(T_1+T_2)^2}=\frac{T_1T_2}{T_1+T_2},
\end{equation}
which is Matthiessen's time. Therefore
\begin{equation}
\langle\tau\rangle=\frac{T_1T_2}{T_1+T_2}-\big\langle(\tau_1+\tau_2)(s-s_*)^2\big\rangle .
\label{eq:deficit}
\end{equation}

The subtracted term cannot be negative, so $\mu\le\mu_M$. Equality requires $s$, and hence $\tau_1/\tau_2$, to be the same at all energies that carry weight. Matthiessen's rule is thus an upper bound within this model. It fails because the mechanisms divide the work differently at different energies. Electrons that carry much of the current when one mechanism acts alone may be the ones that the other stops most effectively.

\section{Phonons and ionised impurities}

Consider nondegenerate electrons, for which $-\partial f_0/\partial E\propto e^{-x}$. Take $\tau_L=a x^{-1/2}$ for acoustic phonons and $\tau_I=b x^{3/2}$ for ionised impurities. Since $\langle x^r\rangle=\Gamma(5/2+r)/\Gamma(5/2)$,
\begin{equation}
\mu_L=\frac em\,\frac{a}{\Gamma(5/2)},\qquad
\mu_I=\frac em\,\frac{6b}{\Gamma(5/2)},\qquad
X^2\equiv\frac ab=\frac{6\mu_L}{\mu_I}.
\end{equation}
The combined time is
\begin{equation}
\tau=\frac1{x^{1/2}/a+x^{-3/2}/b}=\frac{a\,x^{3/2}}{x^2+X^2}.
\end{equation}
Inserting it in (\ref{eq:mu}), and using $x^3=x(x^2+X^2)-xX^2$ with $\int_0^\infty xe^{-x}dx=1$, gives
\begin{equation}
\frac{\mu}{\mu_L}=\int_0^\infty\frac{x^3e^{-x}}{x^2+X^2}\,dx=1-X^2g,\qquad
g=\int_0^\infty\frac{x\,e^{-x}}{x^2+X^2}\,dx .
\label{eq:g}
\end{equation}

To evaluate $g$, use $x/(x^2+X^2)=\int_0^\infty e^{-xt}\cos(Xt)\,dt$. If the $t$ integral is cut at $t_0$, the omitted part is at most $e^{-xt_0}/X$ in size. It contributes at most $1/(Xt_0)$ to $g$, which vanishes as $t_0\to\infty$, so the order of integration may be exchanged. The $x$ integral gives $1/(1+t)$, and with $u=X(1+t)$
\begin{align}
g&=\int_X^\infty\frac{\cos(u-X)}u\,du
=\cos X\int_X^\infty\frac{\cos u}u\,du+\sin X\int_X^\infty\frac{\sin u}u\,du\nonumber\\
&=-\cos X\,\mathrm{Ci}(X)+\sin X\left[\frac\pi2-\mathrm{Si}(X)\right].
\end{align}
Here $\mathrm{Si}(X)=\int_0^X(\sin u/u)\,du$ and $\mathrm{Ci}(X)=-\int_X^\infty(\cos u/u)\,du$. Thus
\begin{equation}
\frac{\mu}{\mu_L}=1+X^2\left\{\cos X\,\mathrm{Ci}(X)+\sin X\left[\mathrm{Si}(X)-\frac\pi2\right]\right\}.
\label{eq:closed}
\end{equation}

When impurities dominate, $X$ is large. Expanding the first integral in (\ref{eq:g}) gives $6/X^2-120/X^4$, or
\begin{equation}
\mu\simeq\mu_I\left(1-\frac{20}{X^2}\right),\qquad
\mu_M\simeq\mu_I\left(1-\frac6{X^2}\right).
\end{equation}
The first phonons added to an impurity-limited sample therefore reduce the mobility $10/3$ times as much as the rule predicts.

When phonons dominate, $\mathrm{Ci}(X)\simeq\ln X+0.577$, so the loss $1-\mu/\mu_L$ is approximately $X^2[\ln(1/X)-0.577]$. Matthiessen's loss is $X^2/6$. The ratio of the two losses grows without limit as $X\to0$, although both losses vanish. The logarithm comes from slow electrons, for which the model impurity rate diverges as $x^{-3/2}$. Screening removes the divergence of the rate, and at a fixed screening length the ratio of the losses levels off (near 8 for the screened rate and silicon parameters used below). If $X$ is instead made small by dilution, the screening length grows as $N^{-1/2}$, the screening cutoff in $x$ stays far below $X$, and the ratio keeps growing: in the same model it is about 8 at $10^{15}$ and 17 at $10^{13}$ donors per cm$^3$.

Between the limits the failure is substantial. At $\mu_L=\mu_I$ the true average is $0.705\,\mu_M$. Over ratios $\mu_L/\mu_I$ from $0.01$ to $100$, the smallest value found is $\mu/\mu_M=0.702$, near $\mu_L/\mu_I=0.77$.

\section{Why the rule recovers in a degenerate film}

In a degenerate film, $-\partial f_0/\partial E$ is a narrow peak at $E_F$. Because $(\tau_1+\tau_2)s=\tau_2$, the number $s_*$ is the mean of $s$ with extra weight $\tau_1+\tau_2$. The deficit in (\ref{eq:deficit}) is then a weighted variance of $s$. To leading order it is $(\tau_1+\tau_2)(ds/dE)^2$ at $E_F$, times the energy variance of the peak. With $y=(E-E_F)/kT$, that variance is $(kT)^2$ times
\begin{equation}
\int_{-\infty}^\infty\frac{y^2e^y}{(e^y+1)^2}\,dy
=4\int_0^\infty\frac{y\,dy}{e^y+1}=\frac{\pi^2}3 ,
\end{equation}
where the first step uses evenness and integration by parts.

For $\tau_i\propto E^{r_i}$, write $s=(1+\tau_1/\tau_2)^{-1}$. Since $s\,\tau_1/\tau_2=1-s$,
\begin{equation}
\frac{ds}{dE}=-s^2\,\frac{\tau_1}{\tau_2}\,\frac{r_1-r_2}{E}
=-s(1-s)\frac{r_1-r_2}{E}.
\end{equation}
Matthiessen's time is $(\tau_1+\tau_2)s(1-s)$ to the same order. Dividing the deficit by it gives
\begin{equation}
1-\frac{\mu}{\mu_M}\simeq s(1-s)(r_1-r_2)^2\,\frac{\pi^2}3\left(\frac{kT}{E_F}\right)^2,
\label{eq:deg}
\end{equation}
with $s$ taken at $E_F$. For $r_1=-1/2$, $r_2=3/2$, $s=3/4$ and $\eta=60$, the formula gives $6.85\times10^{-4}$, and direct averaging gives $6.83\times10^{-4}$.

With the same exponents and equal component mobilities at each Fermi level, $\mu/\mu_M$ is $0.705$ at $\eta=-5$, $0.751$ at $0$, $0.920$ at $5$, $0.972$ at $10$ and $0.992$ at $20$. Success of the rule in a heavily doped film is therefore no evidence for it in a lightly doped one. This conclusion applies to band-like carriers with a well-defined relaxation time. Localised states and percolation need a different model. For parabolic bands, silicon at 300 K needs about $7\times10^{20}$ electrons per cm$^3$ to reach $\eta=10$. At such doping, however, the component mobilities are not equal and screening weakens the energy dependence of $\tau_I$, so the list above is not a forecast for silicon: the screened one-band model used below gives $\mu/\mu_M\approx0.90$ at $10^{19}$ and $0.98$ at $10^{20}$ donors per cm$^3$.

\section{A number: a doped silicon film}

Take a crystalline silicon film $1~\mu$m thick at 300 K, with $N=10^{17}$ donors per cm$^3$, all ionised. Rough typical inputs are a conductivity mass of $0.26$ electron masses, relative permittivity $11.7$ and phonon mobility $1400$ cm$^2$/Vs. The results below carry more digits than these inputs justify, only so that the arithmetic can be followed and small changes compared.

The impurity mobility follows from the screened potential, whose Fourier transform has magnitude $e^2/[\varepsilon(q^2+L^{-2})]$. Here $\varepsilon$ is the permittivity and $L=\sqrt{\varepsilon kT/(e^2N)}=12.9$ nm is the Debye length. In the Born approximation the differential cross-section is $[m/(2\pi\hbar^2)]^2$ times the square of this transform, with $q=2k\sin(\theta/2)$. Momentum loss adds a factor $1-\cos\theta$. Put $u=\sin^2(\theta/2)$, so that $1-\cos\theta=2u$ and $\sin\theta\,d\theta=2\,du$, and let $\gamma=2kL$:
\begin{align}
\sigma_{\rm tr}&=2\pi\left(\frac{me^2}{2\pi\hbar^2\varepsilon}\right)^2\frac1{16k^4}
\int_0^1\frac{4u\,du}{(u+\gamma^{-2})^2}
=\frac{m^2e^4}{8\pi\varepsilon^2\hbar^4k^4}\,G,\nonumber\\
G&=\ln(1+\gamma^2)-\frac{\gamma^2}{1+\gamma^2}.
\end{align}
The rate is $Nv\sigma_{\rm tr}$. With $\hbar k=mv$ and $v=\sqrt{2E/m}$,
\begin{equation}
\frac1{\tau_I}=\frac{Ne^4G}{8\pi\varepsilon^2m^2v^3}
=\frac{Ne^4G}{16\sqrt2\,\pi\varepsilon^2\sqrt m\,E^{3/2}} .
\end{equation}

Apart from the slowly varying $G$, this is the assumed $x^{3/2}$ law for $\tau_I$. The integrand for $\mu_I$ is then $x^3e^{-x}$, which peaks at $x=3$, so $G$ is frozen there: $\gamma^2=354$ and $G=4.87$. Using $\mu_I=(e/m)\,6b/\Gamma(5/2)$ and $\Gamma(5/2)=3\sqrt\pi/4$,
\begin{equation}
\mu_I=\frac{128\sqrt{2\pi}\,\varepsilon^2(kT)^{3/2}}{\sqrt m\,e^3NG}
=9408~\mathrm{cm^2/Vs}.
\end{equation}
Matthiessen's rule gives
\begin{equation}
\mu_M=\frac{1400\times9408}{1400+9408}=1219~\mathrm{cm^2/Vs}.
\end{equation}
For the proper average, $X^2=6\times1400/9408=0.893$, and (\ref{eq:closed}) gives $\mu=0.674\,\mu_L=943$ cm$^2$/Vs. The rule overestimates the model mobility by 29\%, relative to the proper average.

The inverse use of the rule is worse. If 943 cm$^2$/Vs is treated as data and the phonon part is subtracted, the inferred impurity mobility is
\begin{equation}
\left(\frac1{943.4}-\frac1{1400}\right)^{-1}=2893~\mathrm{cm^2/Vs},
\end{equation}
instead of 9408. At fixed $G$, where $\mu_I\propto1/N$, this would be read as 3.3 times the actual number of impurities.

\section{A limit in which averaged rates do add}

Collisions between electrons conserve total momentum but redistribute it among energies. Write $f_1=Fv_zg(E)(-\partial f_0/\partial E)$ and $R=1/\tau$. The equation for $g$ becomes
\begin{equation}
(R+C)g=1,\qquad \mu=\frac em\langle g\rangle ,
\end{equation}
where $C$ represents electron-electron collisions. In the inner product $\langle gh\rangle$, the linearised operator $C$ is symmetric by detailed balance, and nonnegative because collisions do not reduce entropy. Momentum conservation gives $C1=0$: a constant $g$ is a rigid shift of the whole distribution.

Since $\langle g(R+C)g\rangle=\langle g\rangle$, the Cauchy--Schwarz inequality gives two bounds:
\begin{align}
1=\langle1\,(R+C)g\rangle^2&\le\langle1\,(R+C)1\rangle\langle g(R+C)g\rangle=\langle R\rangle\langle g\rangle,\\
\langle g\rangle^2=\langle R^{-1}Rg\rangle^2&\le\langle R^{-1}\rangle\langle gRg\rangle\le\langle\tau\rangle\langle g\rangle .
\end{align}
Hence
\begin{equation}
\frac1{\langle1/\tau\rangle}\le\langle g\rangle\le\langle\tau\rangle .
\end{equation}
When electron-electron collisions dominate, $g$ becomes constant. Averaging its equation removes $C$ and gives $g=1/\langle1/\tau\rangle$, the lower bound. Averages of rates are additive, so Matthiessen's rule then holds exactly, provided that the component mobilities are evaluated in the same limit.

For the silicon parameters those components are 1237 and 2771 cm$^2$/Vs, and their reciprocal sum gives 855 cm$^2$/Vs. With everything else in the model fixed, electron-electron collisions of any strength leave the mobility between 855 and 943 cm$^2$/Vs. The original estimate of 1219 lies outside this interval. Its components are those without electron-electron collisions, and adding their reciprocals gives only an upper bound.

\section{The model beside a real film}

At this doping, the room-temperature electron mobility of real silicon is roughly 700 to 800 cm$^2$/Vs, so the model value of 943 is high. In the one-band model with $G$ frozen, electron-electron collisions can lower it by up to 9\%; keeping the energy dependence of $G$, which weakens the scattering of slow electrons, reduces this bound to about 4\%. Replacing part of the acoustic scattering by 60 meV intervalley phonons, with an illustrative coupling and the phonon mobility still 1400, gives 881 cm$^2$/Vs. Both changes go the right way. The 9\% and 4\% figures hold for purely acoustic phonons and do not carry over to the intervalley case: with these intervalley phonons and the energy dependence of $G$ kept, the upper and lower bounds are 932 and 786 cm$^2$/Vs, about 16\% apart. Nor are the 9\% and 4\% bounds for real silicon: its valleys have different masses along the field, and electron-electron collisions that exchange momentum between valleys can lower the mobility further.

Other corrections are mixed. Keeping the energy dependence of $G$ raises the mobility to 987 cm$^2$/Vs and lowers Matthiessen's overestimate to 23\%. Putting silicon's transverse or longitudinal mass into the impurity rate gives 924 or 1024 cm$^2$/Vs; this is a sensitivity range, not an anisotropic solution. With only the twofold ground level counted, a donor depth of 45 meV leaves 96\% of donors ionised and gives 950 cm$^2$/Vs; including ten excited valley-orbit states about 12 meV higher lowers the fraction to roughly 87\% and gives about 967 cm$^2$/Vs. Rescaling the impurity rate by the partial-wave cross-section at $x=3$, which is 0.967 of the Born value, gives 950 cm$^2$/Vs; the ratio is smaller at lower energies, so this understates the correction. Fermi statistics change the result by about 0.1 cm$^2$/Vs. The rms thermal speed times the mean relaxation time is about 32 nm, so diffuse surfaces should cost only 1 to 2\% in a film this thick; a much thinner film would need its own treatment.

The overestimate also depends on temperature. With $N$ fixed, $G$ frozen and the phonon mobility scaled as $T^{-3/2}$, it is 35\% at 250 K and 20\% at 400 K; keeping the energy dependence of $G$ gives 27\% and 16\%. The $T^{-3/2}$ law is that of the acoustic model; the lattice mobility of real silicon falls faster, roughly as $T^{-2.4}$, and that scaling with $G$ frozen gives about 36\% and 18\%.

Reciprocal addition therefore remains useful as an upper estimate when the component mobilities refer to the same carriers without electron-electron collisions. With those collisions negligible, in one isotropic band it becomes accurate when one mechanism dominates by a wide margin, when the two times share an energy dependence, or when the carriers are strongly degenerate. The margin must be wide indeed: for the power-law phonons and impurities above, an error below 5\% needs $\mu_I$ above about $140\mu_L$, or $\mu_L$ above about $40\mu_I$. In a material with several valleys, such as silicon, a ratio of the two times that differs between valleys leaves an error even at strong degeneracy. Outside those conditions, the quantity to add is the rate at each energy.

\section*{Computed values}
\begin{verbatim}
General results
Worst mu/mu_M, nondegenerate: 0.7024
  at mu_L/mu_I: 0.767
mu/mu_M at mu_L = mu_I: 0.7048
mu/mu_M, equal components, eta=-5: 0.7052
mu/mu_M, equal components, eta=0: 0.7512
mu/mu_M, equal components, eta=5: 0.9203
mu/mu_M, equal components, eta=10: 0.9717
mu/mu_M, equal components, eta=20: 0.9921
Deficit at eta=60, numerical: 6.8285e-04
Deficit at eta=60, formula: 6.8539e-04
Silicon inputs (rough)
Temperature: 300 K
Donor density: 1.0e+17 cm^-3
Conductivity mass: 0.26 m0
Relative permittivity: 11.7
Phonon mobility: 1400.0 cm2/Vs
Density-of-states mass per valley: 0.32 m0
Donor depth: 45.0 meV
Intervalley phonon energy: 60.0 meV
Intervalley relative coupling: 2.0
Film thickness: 1000 nm
Silicon results
Debye length: 12.93 nm
gamma^2 at x=3: 353.9
Coulomb logarithm at x=3: 4.875
Impurity mobility: 9407.6 cm2/Vs
X^2: 0.8929
Matthiessen mobility: 1218.6 cm2/Vs
Properly averaged mobility: 943.4 cm2/Vs
Matthiessen overestimate: 29.2 %
False mu_I from subtraction: 2892.6 cm2/Vs
Neglected effects: resulting mobility unless stated
Energy-dependent log: mu_I: 9224.5 cm2/Vs
Energy-dependent log: mu: 987.0 cm2/Vs
Energy-dependent log: mu_M: 1215.5 cm2/Vs
Strong e-e limit: mu_L: 1237.0 cm2/Vs
Strong e-e limit: mu_I: 2770.8 cm2/Vs
Strong e-e limit: mu: 855.2 cm2/Vs
Fermi statistics: 943.5 cm2/Vs
Ionised donor fraction: 0.9613
Incomplete ionisation: 950.0 cm2/Vs
Intervalley phonons: 881.0 cm2/Vs
Impurity-rate mass 0.19 m0: 924.1 cm2/Vs
Impurity-rate mass 0.92 m0: 1023.5 cm2/Vs
Coulomb parameter e^2/(4 pi eps hbar v), x=3: 0.577
Partial-wave/Born cross-section, x=3: 0.9674
Partial-wave correction: 950.3 cm2/Vs
Mean free path: 31.9 nm
Diffuse-surface loss estimate: 1.20 %
At 250 K: mu=1103.6, mu_M=1486.5 cm2/Vs
At 400 K: mu=705.2, mu_M=849.7 cm2/Vs
\end{verbatim}
